When classical trajectories suffice for 1 keV boron ions in silicon

**1. The decision and the lengths behind it**

A calculation of boron implantation into silicon must decide how to treat each encounter between the ion and a target atom. It can follow a classical trajectory, with a definite impact parameter and a definite deflection, or it must solve a wave-scattering problem. The first choice is much cheaper. It requires at least that the ion's wavelength be short compared with the distance over which the atomic potential changes; whether that is enough is examined below.

Consider boron-11 with laboratory kinetic energy E = 1000 eV, striking a free silicon-28 atom at rest. The collision is elastic and the motion non-relativistic. The mass numbers serve as masses in atomic mass units: M₁ = 11 u, M₂ = 28 u. The nuclear charges are Z₁ = 5 and Z₂ = 14.

The de Broglie relation is p = h/λ, and the kinetic energy is E = p²/(2M₁). Solving the second for p and inserting it in the first gives

p = √(2M₁E)

λ = h/√(2M₁E).

Here p = 2.4193 × 10⁻²¹ kg m/s, so

λ = (6.626 × 10⁻³⁴ J s)/(2.4193 × 10⁻²¹ kg m/s) = 2.74 × 10⁻¹³ m = 0.00274 Å.

The relativistic correction to p is about 2 parts in 10⁸.

Scattering depends on the relative motion. Its reduced mass is μ = M₁M₂/(M₁ + M₂), while its initial speed v is the ion's laboratory speed. The relative wavelength is therefore

h/(μv) = [h/(M₁v)](M₁ + M₂)/M₂ = λ(1 + M₁/M₂)

= 0.00274 Å × 39/28 = 0.0038 Å.

The expansion below uses this length divided by 2π:

ƛ = ħ/(μv) = 0.000607 Å.

**2. The screening length is a scale**

The electrons of both atoms weaken the nuclear repulsion. A common model for the pair potential is

V(r) = [Z₁Z₂e²/(4πε₀r)] φ(r/a).

The universal screening function of Ziegler, Biersack and Littmark (ZBL) is, with x = r/a,

φ(x) = 0.18175 e^(−3.19980x) + 0.50986 e^(−0.94229x) + 0.28022 e^(−0.40290x) + 0.02817 e^(−0.20162x).

Its length is defined by

a = 0.8853 a₀/(Z₁^0.23 + Z₂^0.23),

where a₀ is the Bohr radius. The prefactor is the Thomas–Fermi number ½(3π/4)^(2/3). The exponent 0.23 and the coefficients of φ were fitted to calculated pair potentials, so this formula is a convention and not a derived law. It gives

a = 0.8853 × 0.52918 Å/(1.4480 + 1.8349) = 0.143 Å.

Two other conventions replace the denominator. Lindhard's √(Z₁^(2/3) + Z₂^(2/3)) gives 0.159 Å, and Firsov's (√Z₁ + √Z₂)^(2/3) gives 0.142 Å.

A check that does not use these formulas starts from spherically averaged Hartree–Fock atoms in the cc-pVDZ basis. Their densities are frozen and their total electrostatic interaction is computed. It falls to 1/e of the bare nuclear repulsion at 0.124 Å. At r = a the frozen atoms retain 0.32 of the bare repulsion, against 0.42 for the ZBL function. This calculation omits Pauli repulsion, exchange between the atoms and relaxation of their densities, and the ZBL function itself falls to 1/e only at 0.169 Å, so the two differ by about a quarter. The calculation supports the order of magnitude of a and no more.

The comparison of lengths is then

a/λ = 52, a/(relative wavelength) = 37.

The margin is large in either form. It remains to find what it implies for a deflection.

**3. Leading order: the classical collision**

Let b be the impact parameter and θ the deflection in the centre-of-mass frame. The energy of relative motion is

E_c = ½μv² = E M₂/(M₁ + M₂) = 1000 eV × 28/39 = 717.9 eV.

With polar coordinates r and α for the relative position, conservation of angular momentum and energy reads

μr²(dα/dt) = μvb

½μ[(dr/dt)² + r²(dα/dt)²] + V(r) = ½μv².

The first equation gives dα/dt = vb/r². Inserting this in the second and dividing by ½μv² gives

(dr/dt)² = v²[1 − V(r)/E_c − b²/r²].

Dividing dα/dt by |dr/dt| removes the time:

|dα/dr| = b/[r²√(1 − V/E_c − b²/r²)].

The incoming and outgoing branches sweep equal angles. Without a force their sum would be π, so the deflection is the shortfall:

θ(b) = π − 2b ∫ dr/[r²√(1 − V/E_c − b²/r²)],

integrated from the turning point, where the root vanishes, to infinity.

The energy transfer follows from a change of frame. The centre of mass moves at u = M₁v/(M₁ + M₂). In its frame the target arrives with speed u opposite to the beam, and leaves with the same speed in a direction turned by θ. Back in the laboratory, the target velocity is the difference of two vectors of length u with angle θ between them. Its magnitude is 2u sin(θ/2). Hence

T = ½M₂[2u sin(θ/2)]²

= 2M₂M₁²v² sin²(θ/2)/(M₁ + M₂)²

= [4M₁M₂/(M₁ + M₂)²] E sin²(θ/2),

where the last line uses M₁v² = 2E. The prefactor is 4 × 11 × 28/39² = 0.810.

For b = a the deflection is 104.56°, and

T = 0.810 × 1000 eV × sin²(52.28°) = 507 eV.

A direct integration of Newton's equations for both atoms in the laboratory frame gives the same deflection and energy transfer. This tests the two formulas together.

An impact parameter b = a does not mean that the nuclei come within a of each other. With e²/(4πε₀) = 14.40 eV Å, the potential at r = a is

V(a) = 70 × 14.40 eV Å × 0.416/0.1427 Å ≈ 2.9 keV,

which exceeds E_c. Even a head-on ion turns back outside a.

**4. First correction: a packet instead of a point**

A quantum ion has no sharp impact parameter. Keep one transverse coordinate, x, in the scattering plane, and neglect the width of the packet perpendicular to that plane. For a round packet that width would change the coefficient of the mean shift found below, but not its order. Suppose that the transverse wave function at the atom is a Gaussian of rms width w, centred at x = b, with no correlation between position and direction:

ψ(x) ∝ exp[−(x − b)²/(4w²)].

For small deflections the ion passes at nearly constant speed and hardly moves sideways while the force acts. The potential then multiplies ψ by a phase factor e^(iχ), with

χ(x) = −(1/ħ) ∫ V dt = −[1/(ħv)] ∫ V(√(x² + z²)) dz.

Its derivative is the classical sideways impulse divided by ħ, because the force is −∂V/∂x. An impulse ħχ′ turns the motion by ħχ′/(μv), so

θ(x) = ƛχ′(x).

Let k = −i d/dx be the transverse wave number before the collision. The phase factor changes it to k + χ′, since differentiating e^(iχ)ψ produces the extra term χ′ψ. The mean of k is zero for a real ψ, so the mean outgoing angle is ⟨θ(x)⟩. The mean square of the wave number is

⟨(k + χ′)²⟩ = ⟨k²⟩ + ⟨kχ′ + χ′k⟩ + ⟨χ′²⟩.

For real, normalized ψ the middle term is

−i ∫ [ψ(χ′ψ)′ + χ′ψψ′] dx = −i ∫ (χ′ψ²)′ dx = 0,

because ψ vanishes at both ends. For the first term, ψ′ = −(x − b)ψ/(2w²), and therefore

⟨k²⟩ = ∫ (ψ′)² dx = w²/(4w⁴) = 1/(4w²).

Multiplying by ƛ² and subtracting the squared mean angle gives the variance

σ² = [ƛ/(2w)]² + Var[θ(x)].

The first part is diffraction. The second arises because different parts of the packet meet the atom at different impact parameters.

Now put ξ = x − b and expand the classical function:

θ(x) = θ + θ′ξ + ½θ″ξ² + …

with all derivatives taken at b. Since ⟨ξ⟩ = 0 and ⟨ξ²⟩ = w²,

mean angle = θ + ½θ″w² + …

σ² = [ƛ/(2w)]² + (θ′w)² + ….

A narrow packet diffracts strongly, and a wide one samples many deflections. To find the best compromise, write the sum as a square plus a remainder:

σ² = [ƛ/(2w) − |θ′|w]² + ƛ|θ′|.

The square vanishes when

w² = ƛ/(2|θ′|), and then σ_min = √(ƛ|θ′|).

Define the decay length of the deflection by ℓ = θ/|θ′|, and the parameter

ε = ƛ/(ℓθ).

Then the relative spread is

σ_min/θ = √(ƛ/(ℓθ)) = √ε.

The shift of the mean is of higher order. If θ falls locally as e^(−b/ℓ) with constant ℓ, then θ″ = θ/ℓ². At the best width w² = ƛℓ/(2θ), so

½θ″w² = ½(θ/ℓ²)[ƛℓ/(2θ)] = ƛ/(4ℓ) = εθ/4.

The classical deflection is thus the leading term, its spread enters at relative order √ε, and its mean shifts at relative order ε. The trajectory picture requires ε ≪ 1, which means

θ ≫ ƛ/ℓ.

This is stronger than ƛ ≪ ℓ. A short wavelength makes the right-hand side small, but a sufficiently weak deflection can still fall below it.

The minimum σ_min belongs to packets without a position–direction correlation. Here θ′ is negative: the atom turns the inner part of the packet outward more than the outer part. A diverging packet compensates for this and can leave with a smaller angular spread, at the price of a larger one on arrival. Let its incoming direction vary across the packet with slope c. The two variances are then [ƛ/(2w)]² + c²w² and [ƛ/(2w)]² + (c + θ′)²w². The larger of them is least for c = −θ′/2, and minimizing over w then gives √(ƛ|θ′|/2). To this order, such preparation gains a factor √2 and leaves the criterion unchanged in order of magnitude.

**5. A gentle collision, with numbers**

At b = 1.0 Å the classical calculation gives θ = 0.0719 rad and |θ′| = 0.224 rad/Å. Hence

ℓ = 0.0719/0.224 Å = 0.321 Å.

This is more than twice a, because the distant part of the potential is governed by the slower exponentials in φ. The best packet has

w = √[0.000607/(2 × 0.2239)] Å = 0.0368 Å

σ_min = √(0.000607 × 0.2239) rad = 0.0117 rad.

The deflection exceeds its spread by a factor 6.2. Equivalently, ε = 0.026 and √ε = 0.16. A single deflection is recognizably classical, but blurred by 16 per cent of its value. The ratio a/λ = 52 alone would not have revealed this.

The spread law was tested by propagating the Schrödinger equation in the single transverse coordinate x through the full screened potential, with the longitudinal speed held constant. The results for three widths are:

- w = 0.0184 Å: mean 0.0712 rad, spread 0.0169 rad; the formula gives 0.0170 rad.
- w = 0.0368 Å: mean 0.0715 rad, spread 0.0116 rad; the formula gives 0.0117 rad.
- w = 0.0736 Å: mean 0.0731 rad, spread 0.0174 rad; the formula gives 0.0170 rad.

The middle width has the smallest spread of the three, as predicted. Halving or doubling it raises the spread by nearly the same factor, since the diffraction and sampling terms exchange roles.

The means show the next correction. Between the second and third widths the mean rises by 0.0016 rad. The estimate ½θ″w², with the single-exponential value θ″ = θ/ℓ² ≈ 0.70 rad/Å², predicts

½ × 0.70 × (0.0736² − 0.0368²) rad = 0.0014 rad.

Because ℓ grows with b, the actual curvature of θ(b) is larger, 0.78 rad/Å², which gives 0.0016 rad. After this shift is removed, the packet means remain about 1 per cent below the classical deflection. This deficit is not a wave effect. A classical orbit with the longitudinal speed held constant in the same way is deflected by 0.0710 rad instead of 0.0719 rad, and averaging such orbits over each packet reproduces the three means.

**6. Close collisions**

The small-deflection formula does not cover b = a, but its two ingredients can be estimated. A packet of width a/10 = 0.0143 Å has the diffraction angle

ƛ/(2w) = 0.000607/(2 × 0.01427) rad = 0.0213 rad = 1.2°.

The classical deflection falls from 180° at b = 0 to 105° at b = a. Its average slope is 75° per screening length. Taken as an estimate of the local slope, this gives a sampling spread of about 7.5° for a width a/10. Both angles are small beside 105°, and the trajectory is well defined.

The ion also slows down near a head-on turning point, where its local wavelength grows. The wave region there has a size s at which the kinetic scale ħ²/(2μs²) equals the potential change Fs, with F the local force. Since ħ²/(2μ) = E_cƛ²,

s³ = E_cƛ²/F.

Taking F ≈ E_c/a as an order of magnitude,

s ≈ (ƛ²a)^(1/3) = (0.000607² × 0.1427)^(1/3) Å ≈ 0.004 Å.

This is still far below a, so the turning point does not spoil the classical picture.

**7. Distant collisions and the energy dependence**

At large b the deflection decreases until ε = 1, where θ = σ_min = ƛ/ℓ. In the ZBL potential this happens at b = 2.67 Å, with ℓ = 0.510 Å:

θ = 0.000607/0.510 rad = 0.00119 rad.

The expansion is no longer accurate there, because w²/ℓ² = ε/2 is not small. Moreover, this distance is comparable with the spacing of neighbouring atoms in silicon, roughly 2.4 Å, so an isolated pair is a poor description. The potential fails there as well. The ZBL form is repulsive everywhere, whereas a real boron–silicon pair attracts beyond about 1.5 Å. A density-functional estimate (PBE, cc-pVDZ) gives a few eV of binding near 1.9 Å and still about −2 eV at 2.67 Å, where ZBL gives +0.3 eV; near 1 Å the two agree at about 25 eV. The numbers for distant collisions below therefore belong to the ZBL model only. The value marks a gradual change and not a sharp boundary.

The energy at stake is very small. For small angles the transferred momentum is q = μvθ. At θ = ƛ/ℓ it becomes q = ħ/ℓ, and

T = q²/(2M₂) = ħ²/(2M₂ℓ²) = 2.9 × 10⁻⁴ eV.

Many distant collisions could still add up, so the sum over impact parameters matters. With b₀ = 2.67 Å, T₀ = 2.87 × 10⁻⁴ eV and T falling as e^(−2(b − b₀)/ℓ), the distant contribution is

∫ T 2πb db = 2πT₀(ℓ/2)(b₀ + ℓ/2) ≈ 1.3 × 10⁻³ eV Å².

Collisions with b < a contribute at least

πa² × 507 eV ≈ 32 eV Å²,

because closer collisions deflect more strongly in this potential. The doubtful region therefore carries less than about 10⁻⁴ of the energy loss to target nuclei in this model. As far as wave effects are concerned, these estimates support a classical calculation of that loss at 1 keV. They do not support assigning a definite deflection to a single packet near b = 2.67 Å, because its spread is comparable with the deflection itself. This limit concerns individual packets; it does not by itself decide whether the classical angular distribution of a broad beam is accurate.

The dependence on energy has two sides. Since λ ∝ E^(−1/2), the wavelength would equal a at

E = 1000 eV × (0.00274/0.1427)² ≈ 0.37 eV.

This compares lengths and is not a threshold for classical motion: so slow an ion turns back far outside a, and a silicon atom in a crystal no longer responds as a free one.

In the other direction, a higher energy shortens the wavelength but weakens the deflection faster. The phase formula gives

θ(b) = −[1/(2E_c)] ∫ (∂V/∂b) dz,

so at fixed b and small angle θ ∝ 1/E, while ℓ does not depend on E, up to corrections of order V/E_c (at 1 keV and b = 1.0 Å this formula gives 0.076 rad against the exact 0.072 rad). Therefore

√ε = √(ƛ/(ℓθ)) ∝ (E^(−1/2) × E)^(1/2) = E^(1/4).

At b = 1.0 Å, going from 1 keV to 100 keV multiplies the relative spread by 100^(1/4) = 3.2, from 0.16 to about 0.5. The wavelength has become ten times shorter, yet this particular deflection has become less classical. The comparison to make for each collision is between θ and ƛ/ℓ; the full set of values is in the numerical output.

Numbers as computed

```
ion energy E = 1000 eV; masses 11 u and 28 u
ion momentum = 2.4193e-21 kg m/s
ion speed = 1.3245e+05 m/s
de Broglie wavelength lambda = 0.00274 angstrom
energy recovered from that wave = 999.997 eV
relativistic change of momentum = 2.4e-08
relative-motion wavelength = 0.00381 angstrom
relative-motion lambdabar = 0.000607 angstrom
centre-of-mass energy = 717.9 eV
Bohr radius = 0.52918 angstrom
Thomas-Fermi factor = 0.8853
Z1^0.23 = 1.4480, Z2^0.23 = 1.8349
universal (ZBL) screening length a = 0.1427 angstrom
Lindhard screening length = 0.1585 angstrom
Firsov screening length = 0.1422 angstrom
ZBL screening function at r = a: 0.416
frozen HF atoms, repulsion/bare at r = a: 0.322
frozen HF atoms, 1/e distance = 0.1238 angstrom
a/lambda = 52.1; a/relative wavelength = 37.4
energy at which lambda = a: 0.368 eV
b = a: CM deflection = 104.56 deg
b = a: Newton simulation deflection = 104.56 deg
maximum energy-transfer fraction = 0.8100
b = a: energy transfer = 506.8 eV; Newton 506.8 eV
packet width a/10 = 0.01427 angstrom
its diffraction angle = 1.22 deg
b = 1.0 angstrom: classical deflection = 0.07187 rad
b = 1.0 angstrom: |dtheta/db| = 0.2239 rad/angstrom
b = 1.0 angstrom: theta/|dtheta/db| = 0.321 angstrom
best packet width = 0.0368 angstrom
least angular spread = 0.01166 rad
deflection/least spread = 6.16
packet w = 0.0184 angstrom: mean 0.07115 rad, spread 0.01694 rad, formula 0.01700 rad
packet w = 0.0368 angstrom: mean 0.07153 rad, spread 0.01158 rad, formula 0.01166 rad
packet w = 0.0736 angstrom: mean 0.07308 rad, spread 0.01742 rad, formula 0.01700 rad
classical limit at b = 2.67 angstrom
deflection there = 0.00119 rad
theta/|dtheta/db| there = 0.510 angstrom
energy transfer there = 2.87e-04 eV
```
